# Thermopower of an atomic-scale filament from its transmission slope: a numerical check

```python
"""
Thermopower of an atomic-scale filament from the slope of its transmission.

Result under test:
    S = -(pi^2/3) (k_B/e) (k_B T) slope,   slope = d ln(transmission)/dE at E_F
Convention: S = -(V_hot - V_cold)/(T_hot - T_cold) at zero current, e > 0.
Energies are in eV and measured from the Fermi level; temperatures are in K.
The tests use the Landauer current and thermal averages done by quadrature.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e                     # eV/K, equal to k_B/e in V/K
HARTREE = const.physical_constants["Hartree energy in eV"][0]
G0 = 2 * const.e**2 / const.h              # conductance quantum, S
MICRO = 1e6

temperature = 300.0
alpha = 2.0                                # steepness of model step, 1/eV
target_slope = 1.0                         # 1/eV


def integrate(values, grid):
    return np.sum((values[1:] + values[:-1]) * np.diff(grid)) / 2


def filament(energy):
    return expit(alpha * energy)


def exponential(energy):
    return 0.5 * np.exp(target_slope * energy)


def thermopower(transmission, temp):
    """Linear-response S in V/K from the mean carried energy."""
    u = np.linspace(-45, 45, 6001)
    weight = expit(u) * expit(-u) * transmission(KB * temp * u)
    return -KB * integrate(u * weight, u) / integrate(weight, u)


def slope_formula(slope, temp):
    return -(np.pi**2 / 3) * KB * (KB * temp) * slope


def landauer_integral(delta_mu, temp_hot, temp_cold):
    """Integral of transmission times occupation difference, in eV."""
    energy = np.linspace(-1.3, 1.3, 8001)
    hot = expit(-(energy - delta_mu / 2) / (KB * temp_hot))
    cold = expit(-(energy + delta_mu / 2) / (KB * temp_cold))
    return integrate(filament(energy) * (hot - cold), energy)


# Moments of the thermal weight
u_grid = np.linspace(-45, 45, 6001)
thermal_weight = expit(u_grid) * expit(-u_grid)
moment2 = integrate(u_grid**2 * thermal_weight, u_grid)
moment4 = integrate(u_grid**4 * thermal_weight, u_grid)
assert abs(moment2 - np.pi**2 / 3) < 1e-9
assert abs(moment4 - 7 * np.pi**4 / 15) < 1e-8
n = np.arange(1, 20001)
alternating_sum = 4 * np.sum((-1.0)**(n + 1) / n**2)
assert abs(alternating_sum - moment2) < 1e-7

# Slope of the model transmission by finite difference
step = 1e-4
slope = (np.log(filament(step)) - np.log(filament(-step))) / (2 * step)
assert abs(slope - alpha * (1 - filament(0.0))) < 1e-7
assert abs(slope - target_slope) < 1e-7

# Main result against quadrature for two different transmission shapes
s_formula = slope_formula(target_slope, temperature)
s_filament = thermopower(filament, temperature)
s_exponential = thermopower(exponential, temperature)
assert abs(s_filament / s_formula - 1) < 0.005
assert abs(s_exponential / s_formula - 1) < 0.005
assert abs(abs(s_formula) * MICRO - 7.3) < 0.05

# Next thermal order, with derivatives taken symbolically
x = sp.symbols("x", real=True)
shapes = {
    "step": (1 / (1 + sp.exp(-2 * x)), s_filament),
    "exponential": (sp.exp(x) / 2, s_exponential),
}
corrections = {}
for name, (expression, s_numeric) in shapes.items():
    value = expression.subs(x, 0)
    r1, r2, r3 = [float(sp.diff(expression, x, k).subs(x, 0) / value)
                  for k in (1, 2, 3)]
    predicted = (KB * temperature)**2 * (
        7 * np.pi**2 / 30 * r3 / r1 - np.pi**2 / 6 * r2)
    actual = s_numeric / s_formula - 1
    assert abs(actual / predicted - 1) < 0.02   # next order is below 2 percent
    corrections[name] = (predicted, actual)

# Full zero-current condition at a finite temperature difference
t_hot, t_cold = 305.0, 295.0
delta_mu = brentq(lambda d: landauer_integral(d, t_hot, t_cold),
                  -1e-3, 1e-3, xtol=1e-15)
hot_minus_cold_voltage = -delta_mu         # volts, electron charge is -e
s_finite = -hot_minus_cold_voltage / (t_hot - t_cold)
assert hot_minus_cold_voltage > 0
assert abs(s_finite / s_filament - 1) < 1e-4

# Conductance from the current at a small bias and equal temperatures
bias = 1e-3
conductance = G0 * landauer_integral(bias, temperature, temperature) / bias
assert abs(conductance / (G0 * filament(0.0)) - 1) < 1e-4

# A decade per eV instead of a natural-log unit per eV
s_decade = thermopower(lambda e: 0.5 * 10.0**e, temperature)
s_decade_formula = slope_formula(np.log(10), temperature)
assert abs(s_decade / s_decade_formula - 1) < 0.005

# Warmer cell with unchanged transmission
t_warm = 358.0
s_warm = thermopower(filament, t_warm)
assert abs(s_warm / s_filament - t_warm / temperature) < 0.005

# Parallel leakage path: slope of the total transmission counts
leak, leak_slope = 0.05, 5.0
s_leaky = thermopower(
    lambda e: filament(e) + leak * np.exp(leak_slope * e), temperature)
total_slope = ((filament(0.0) * slope + leak * leak_slope)
               / (filament(0.0) + leak))
assert abs(s_leaky / slope_formula(total_slope, temperature) - 1) < 0.02

# Diffusive metal leads: conductivity proportional to energy^(3/2)
lead_fermi = 5.0
s_lead = thermopower(lambda e: (lead_fermi + e)**1.5, temperature)
lead_slope = 1.5 / lead_fermi
assert abs(s_lead / slope_formula(lead_slope, temperature) - 1) < 0.001

print(f"temperature: {temperature:.0f} K")
print(f"k_B/e: {KB * MICRO:.3f} uV/K")
print(f"k_B T: {KB * temperature:.6f} eV")
print(f"k_B T in atomic units: {KB * temperature / HARTREE:.4e} hartree")
print(f"slope in atomic units: {target_slope * HARTREE:.3f} 1/hartree")
print(f"second thermal moment: {moment2:.6f} (dimensionless)")
print(f"fourth thermal moment: {moment4:.5f} (dimensionless)")
print(f"step steepness alpha: {alpha:.1f} 1/eV")
print(f"transmission at Fermi level: {filament(0.0):.3f} (dimensionless)")
print(f"slope of ln transmission: {slope:.4f} 1/eV")
print(f"conductance quantum: {G0 * MICRO:.2f} uS")
print(f"filament conductance: {conductance * MICRO:.2f} uS")
print(f"filament resistance: {1e-3 / conductance:.2f} kohm")
print(f"S/(k_B/e), slope formula: {s_formula / KB:.5f} (dimensionless)")
print(f"S, slope formula: {s_formula * MICRO:.3f} uV/K")
print(f"S, step transmission, quadrature: {s_filament * MICRO:.3f} uV/K")
print(f"S, exponential, quadrature: {s_exponential * MICRO:.3f} uV/K")
for name, (predicted, actual) in corrections.items():
    print(f"next-order change, {name}, predicted: {100 * predicted:.3f} %")
    print(f"actual change, {name}, quadrature: {100 * actual:.3f} %")
print(f"mean carried energy: {-s_filament * temperature * 1e3:.3f} meV")
print(f"hot and cold contacts: {t_hot:.0f} and {t_cold:.0f} K")
print(f"V_hot - V_cold: {hot_minus_cold_voltage * MICRO:.2f} uV")
print(f"S from zero-current solution: {s_finite * MICRO:.3f} uV/K")
print(f"S, decade per eV, slope formula: {s_decade_formula * MICRO:.2f} uV/K")
print(f"S, decade per eV, quadrature: {s_decade * MICRO:.2f} uV/K")
print(f"warm cell temperature: {t_warm:.0f} K")
print(f"S of warm cell: {s_warm * MICRO:.2f} uV/K")
print(f"leakage transmission: {leak:.2f} (dimensionless)")
print(f"leakage slope: {leak_slope:.1f} 1/eV")
print(f"slope of total transmission: {total_slope:.3f} 1/eV")
print(f"S with leakage, quadrature: {s_leaky * MICRO:.2f} uV/K")
print(f"lead Fermi energy: {lead_fermi:.1f} eV")
print(f"lead slope: {lead_slope:.2f} 1/eV")
print(f"S of model leads: {s_lead * MICRO:.2f} uV/K")
print(f"S filament minus leads: {(s_filament - s_lead) * MICRO:.2f} uV/K")
print("all assertions hold")
```

Running it gives:

```
temperature: 300 K
k_B/e: 86.173 uV/K
k_B T: 0.025852 eV
k_B T in atomic units: 9.5004e-04 hartree
slope in atomic units: 27.211 1/hartree
second thermal moment: 3.289868 (dimensionless)
fourth thermal moment: 45.45758 (dimensionless)
step steepness alpha: 2.0 1/eV
transmission at Fermi level: 0.500 (dimensionless)
slope of ln transmission: 1.0000 1/eV
conductance quantum: 77.48 uS
filament conductance: 38.74 uS
filament resistance: 25.81 kohm
S/(k_B/e), slope formula: -0.08505 (dimensionless)
S, slope formula: -7.329 uV/K
S, step transmission, quadrature: -7.307 uV/K
S, exponential, quadrature: -7.332 uV/K
next-order change, step, predicted: -0.308 %
actual change, step, quadrature: -0.305 %
next-order change, exponential, predicted: 0.044 %
actual change, exponential, quadrature: 0.044 %
mean carried energy: 2.192 meV
hot and cold contacts: 305 and 295 K
V_hot - V_cold: 73.07 uV
S from zero-current solution: -7.307 uV/K
S, decade per eV, slope formula: -16.88 uV/K
S, decade per eV, quadrature: -16.92 uV/K
warm cell temperature: 358 K
S of warm cell: -8.71 uV/K
leakage transmission: 0.05 (dimensionless)
leakage slope: 5.0 1/eV
slope of total transmission: 1.364 1/eV
S with leakage, quadrature: -10.08 uV/K
lead Fermi energy: 5.0 eV
lead slope: 0.30 1/eV
S of model leads: -2.20 uV/K
S filament minus leads: -5.11 uV/K
all assertions hold
```
